# Decay length of a 50 nm grating's first order in resist

**Question**

I am working on an exercise about contact near-field lithography. A grating mask sits directly on photoresist of index 1.70 and is lit at 365 nm. I have to show that the first evanescent order of "a 50 nm grating" has a field decay length near 8.2 nm.

Taking 50 nm as the width of one line, so that the pattern repeats every 100 nm, I get about 18 nm. Taking 50 nm as the repeat distance looks better, but then I don't know what the resist sees. It responds to intensity, so shouldn't the pattern fade over half the field decay length, about 4 nm? And how much of this survives a small air gap, or a silicon wafer under the resist?

**Answer**

The 50 nm must be the full period $\Lambda$. Whether the pattern fades over 8 nm or 4 nm depends on the undiffracted wave. If the mask transmits a strong zeroth order, its interference with the first orders fades with the field, apart from a factor set by their relative phase. For TE light with these orders in phase at the mask, this interference is the main part of the pattern at the mask as long as each first order has less than twice the zeroth-order amplitude. If the mask suppresses the zeroth order, the squared first-order field is what remains, and your 4 nm is right, although the contrast of that pattern depends strongly on polarization.

**Setting up the field**

Let $x$ run along the period, $y$ along the grating lines, and $z$ down into the resist from the mask at $z=0$. Take a homogeneous, lossless, non-magnetic resist filling $z>0$, normal incidence, and time dependence $e^{-i\omega t}$. Define

$$K=\frac{2\pi}{\Lambda},\qquad k_0=\frac{2\pi}{\lambda},\qquad k=nk_0 ,$$

where $\lambda$ is the vacuum wavelength.

A shift by $\Lambda$ along $x$ changes neither the mask nor the normally incident wave. The total field is therefore periodic in $x$, and each Cartesian component is a Fourier series:

$$E(x,z)=\sum_m f_m(z)\,e^{imKx}.$$

In the resist, Maxwell's equations give $\nabla\times(\nabla\times\mathbf E)=k^2\mathbf E$ and $\nabla\cdot\mathbf E=0$. Since $\nabla\times(\nabla\times\mathbf E)=\nabla(\nabla\cdot\mathbf E)-\nabla^2\mathbf E$, each component obeys $\nabla^2E+k^2E=0$. Nothing depends on $y$, and two $x$-derivatives of $e^{imKx}$ give $-m^2K^2$, so

$$f_m''-m^2K^2f_m+k^2f_m=0
\quad\Rightarrow\quad
f_m''=(m^2K^2-k^2)f_m .$$

If $|m|K>k$, the bracket is positive and the solutions are real exponentials. The growing one is excluded because no source lies deeper in the resist. For $m=\pm1$ this leaves

$$f_{\pm1}(z)=f_{\pm1}(0)\,e^{-\kappa z},\qquad \kappa=\sqrt{K^2-k^2},$$

and the field decay length, over which the amplitude falls to $1/e$, is

$$\delta=\frac1\kappa=\frac{\Lambda}{2\pi}\,\frac{1}{\sqrt{1-(n\Lambda/\lambda)^2}} .$$

The last form follows by taking $K$ out of the root and using $k/K=n\Lambda/\lambda$. The mask sets $f_{\pm1}(0)$ but does not enter $\kappa$. A plasmonic resonance in the mask can thus change the strength and phase of the order, but not its decay length in this homogeneous resist.

**The number**

For $\Lambda=50$ nm,

$$K=\frac{2\pi}{50\ \mathrm{nm}}=0.125664\ \mathrm{nm^{-1}},\qquad
k=\frac{2\pi(1.70)}{365\ \mathrm{nm}}=0.029264\ \mathrm{nm^{-1}},$$

$$\kappa=\sqrt{0.0157914-0.0008564}\ \mathrm{nm^{-1}}=0.12221\ \mathrm{nm^{-1}},
\qquad \boxed{\delta=8.18\ \mathrm{nm}\approx8.2\ \mathrm{nm}} .$$

A numerical test that does not assume the exponential law starts from the boundary field $e^{iKx}$ and propagates it with the half-space Green-function integral

$$E(x,z)=\int_{-\infty}^{\infty}E(x',0)\,\frac{ikz}{2r}H_1^{(1)}(kr)\,dx',\qquad r=\sqrt{(x-x')^2+z^2},$$

where $H_1^{(1)}$ is a Hankel function. The integral converges absolutely, since the kernel falls as $|x-x'|^{-3/2}$ at large distance. A computer must cut the range off, and a Gaussian weight $e^{-(x-x')^2/w^2}$ with $w=5000$ nm makes the result insensitive to where the cut falls, at the price of a relative error near $10^{-5}$. The ratio of the fields at depths of 5 and 15 nm gives a decay length of 8.183 nm, in agreement with the formula.

Two limits show what controls the result:

- **Short period.** When $n\Lambda/\lambda\ll1$, $\delta\to\Lambda/2\pi$, which is 7.96 nm here. The wavelength and index enter through the correction factor 1.028.
- **Cutoff.** As $\Lambda$ approaches $\lambda/n=214.7$ nm from below, $\delta$ diverges. Above that period the first order is a travelling wave. Your 100 nm period is closer to cutoff, so doubling the period more than doubles the decay length, to 18.0 nm.

The index matters little at 50 nm. Differentiating $\kappa^2=K^2-n^2k_0^2$ gives $d\kappa=-(nk_0^2/\kappa)\,dn$. Then $d\delta=-d\kappa/\kappa^2=(k^2\delta^3/n)\,dn$, so an index change of 0.1 moves $\delta$ by about 0.03 nm.

**What the resist records**

The squared modulus of the first order alone falls as $e^{-2\kappa z}$, with decay length $\delta/2=4.09$ nm. But the resist absorbs energy in proportion to the total $|\mathbf E|^2$.

Take TE polarization, with $\mathbf E$ along $y$. Let the zeroth order have real amplitude $g$ and each first order real amplitude $a$ at $z=0$, and neglect higher orders. Since $e^{iKx}+e^{-iKx}=2\cos Kx$,

$$E=g\,e^{ikz}+b\cos Kx,\qquad b(z)=2a\,e^{-\kappa z}.$$

Multiplying by the complex conjugate and using $e^{ikz}+e^{-ikz}=2\cos kz$,

$$|E|^2=g^2+2gb\cos(kz)\cos Kx+b^2\cos^2Kx .$$

With $\cos^2Kx=\tfrac12(1+\cos2Kx)$, the last term adds $b^2/2$ to the mean and a pattern of period $\Lambda/2$ and amplitude $b^2/2$. Both decay over 4.09 nm. If $g=0$, this is the whole intensity, and the pattern has half the mask period.

For $g=1$ and a chosen $a=0.3$, $b(0)=0.6$. At the surface the interference term has amplitude 1.2, against 0.18 for the period-$\Lambda/2$ pattern. The rest of this section keeps $g=1$. The modulation with period $\Lambda$ then has amplitude

$$M(z)=4a\cos(kz)\,e^{-\kappa z}.$$

It is linear in the evanescent field, so it carries $e^{-\kappa z}$. The cosine appears because the zeroth order changes phase with depth while the evanescent order does not.

$M$ falls to $1/e$ of its surface value at 7.96 nm, slightly before $\delta$. This nearly equals $\Lambda/2\pi$, for a reason that a short expansion shows. To leading order in $k^2/K^2$, $\kappa\approx K-k^2/2K$ and $\ln\cos(kz)\approx-k^2z^2/2$. At $z=1/K$ these give

$$\ln\frac{M(z)}{M(0)}\approx-\left(1-\frac{k^2}{2K^2}\right)-\frac{k^2}{2K^2}=-1 .$$

The slower evanescent decay and the loss of phase alignment cancel at this order.

To find the visibility $V=(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$, where $I=|E|^2$, put $c=\cos Kx$. Then $dI/dc=2b(\cos kz+bc)$, which is positive for all $-1\le c\le1$ if $b<\cos kz$. This holds down to 20 nm here, where $b\le0.6$ and $\cos kz>0.8$. The extremes therefore lie at $c=\pm1$:

$$I_{\max,\min}=1+b^2\pm2b\cos kz,\qquad V=\frac{2b\cos kz}{1+b^2}.$$

At the surface $V=1.2/1.36=0.88$. At 10 nm, $b=0.6\,e^{-1.222}=0.177$ and $\cos(0.293)=0.957$, giving $V=0.33$. At 20 nm, $V=0.09$. If a process needed $V\ge0.2$, the usable depth in this model would be about 14 nm.

These visibilities also depend on phase. Suppose the mask multiplies the first orders by $e^{i\phi}$ relative to the zeroth; with $e^{-i\omega t}$, a positive $\phi$ is a lag in time. The cross term becomes $b\cos Kx\,[e^{i(kz-\phi)}+e^{-i(kz-\phi)}]$, so $\cos kz$ is replaced by $\cos(kz-\phi)$ in $|E|^2$. The visibility formula carries over, with $|\cos(kz-\phi)|$ in its numerator, only where $b\le|\cos(kz-\phi)|$. At $\phi=90^\circ$ this fails at the surface: the cross term vanishes there, and only the pattern of period $\Lambda/2$ remains. For TM polarization the first orders also have a $z$ component, required by $\nabla\cdot\mathbf E=0$, and its squared modulus must be added to the intensity. This component varies as $\sin Kx$ and is $K/\kappa=1.028$ times as large as the $x$ component. If $g=0$, the TM intensity is therefore proportional to $\cos^2Kx+1.057\sin^2Kx$, whose visibility is only $0.057/2.057\approx0.03$: the pattern almost disappears. The value of $\delta$ is unaffected by phase or polarization.

**Air gap and silicon wafer**

Both are cases of a layer of thickness $d$ and decay constant $\kappa_1$ above a deep medium with constant $\kappa_2$. Each constant is $\sqrt{K^2-n_j^2k_0^2}$ with that medium's index $n_j$; for absorbing silicon it is complex, and the root with positive real part is taken. For TE light, write the first-order field as

$$u=A\left[e^{-\kappa_1z}+r\,e^{-\kappa_1(2d-z)}\right]\ (z<d),\qquad
u=B\,e^{-\kappa_2(z-d)}\ (z>d).$$

The tangential electric field is continuous. So is the tangential magnetic field, which is proportional to $u'$ in non-magnetic media. At $z=d$ these conditions give

$$A e^{-\kappa_1d}(1+r)=B,\qquad \kappa_1Ae^{-\kappa_1d}(1-r)=\kappa_2B .$$

Substituting the first into the second gives $\kappa_1(1-r)=\kappa_2(1+r)$, hence $r=(\kappa_1-\kappa_2)/(\kappa_1+\kappa_2)$. Holding the mask-plane field fixed at $u(0)=1$ sets $A=1/(1+re^{-2\kappa_1d})$, so

$$u(d)=\frac{(1+r)e^{-\kappa_1d}}{1+r\,e^{-2\kappa_1d}} .$$

For a 5 nm air gap, $u(d)=0.54$: nearly half the first-order amplitude is lost before the light enters the resist.

For 20 nm of resist on silicon, with a rough silicon index of $6.5+2.7i$, $|u(d)|=0.0955$ at the bottom of the film. It would be $e^{-\kappa d}=0.0868$ if the resist continued downward, so the substrate raises the first-order field there by about 10%. The field in the film is then no longer a single exponential.

The gap and substrate figures are for TE light only. In TM the boundary conditions also involve the permittivities. For $u=E_x$, the magnetic field carried by $e^{\mp\kappa_jz}$ is proportional to $\pm(n_j^2/\kappa_j)\,u$, so $\kappa_j$ is replaced by $n_j^2/\kappa_j$ in $r$ and the formula for $u(d)$ is otherwise unchanged. With $E_x$ held fixed at the mask, the gap leaves 0.32 instead of 0.54. Silicon lowers $|E_x|$ at the bottom of the film to 0.009, about a tenth of its value without the substrate.

The zeroth order is affected too. Its normal-incidence reflection amplitude at the resist–silicon interface has modulus

$$\left|\frac{1.70-(6.5+2.7i)}{1.70+(6.5+2.7i)}\right|
=\sqrt{\frac{4.8^2+2.7^2}{8.2^2+2.7^2}}\approx0.64 .$$

The resulting standing wave is absent from the visibilities above, which therefore apply to resist without a reflecting substrate. The change is not small. The formula for $u(d)$ with $K=0$, so that $\kappa_j=-in_jk_0$, gives a zeroth-order modulus of 0.37 at the bottom of the 20 nm film. The TE visibility there rises from 0.09 to about 0.25.

**How this compares with a real exposure**

The wavelength is the mercury i-line, and 1.70 is a reasonable rough index for an i-line resist. A 50 nm period, which means 25 nm lines and spaces if they are equally wide, is demanding for a contact mask. The usable depth found here is far smaller than the several hundred nanometres of a conventional i-line film, so such a pattern would need a very thin imaging layer. The ratio $a/g=0.3$ is a model choice; a real mask's value depends on its metal, thickness, slit shape and polarization. A metal mask of this period acts as a wire-grid polarizer: its 25 nm slits are far below cutoff for TE light, and it passes mainly TM light. For a few tens of nanometres of chromium or aluminium, $a/g$ is of order 0.05 in TE, too small to give a useful pattern, and roughly 0.6 to 0.8 for $E_x$ in TM. The TE visibilities and the 14 nm depth therefore illustrate the mechanism and are not a prediction for such a mask. The TE figures for the gap and the substrate should not be carried over to it either.

Of the departures sized here for TE light, the 5 nm air gap costs the most first-order amplitude. Tilting the illumination by 10° in air, in the $xz$ plane, changes the two transverse wavenumbers to $K\pm k_0\sin10^\circ$. Their decay lengths become 7.98 and 8.39 nm, each within about 3% of the normal-incidence value. A rough resist extinction coefficient of 0.02 changes $\delta$ by less than 0.0001 nm. Resist chemistry, including any diffusion that blurs the latent image, is outside this calculation.

The numerical output below gives the inputs and main results; the index sensitivity, the TM visibility without a zeroth order, the TM gap and substrate figures, the silicon reflection amplitude and the visibility on silicon follow from those inputs by the formulas above. The ratios quoted for metal masks are rough values outside this output.

## Values computed for the example and the checks

```
Grating period: 50.0 nm
Vacuum wavelength: 365.0 nm
Resist index: 1.70
Grating wavenumber K: 0.125664 1/nm
Wavenumber in resist k: 0.029264 1/nm
K squared: 0.0157914 1/nm^2
k squared: 0.0008564 1/nm^2
Decay constant kappa: 0.122209 1/nm
Field decay length, formula: 8.183 nm
Field decay length, Green integral: 8.183 nm
Decay length of squared first-order field: 4.091 nm
Quasi-static length P/(2 pi): 7.958 nm
Ratio n P / wavelength: 0.2329
Correction factor to quasi-static length: 1.0283
Cutoff period: 214.7 nm
Second-order field decay length: 4.006 nm
Field decay length for 100 nm period: 17.985 nm
Relative amplitude of each first order: 0.30
Depth where fundamental modulation is 1/e: 7.959 nm
Visibility at depth 0 nm: 0.882
Visibility at depth 5 nm: 0.583
Visibility at depth 10 nm: 0.328
Visibility at depth 20 nm: 0.087
Visibility limit chosen: 0.20
Depth where visibility meets the limit: 13.87 nm
Tilt in air: 10.0 degrees
Tilted decay length, larger wavenumber: 7.982 nm
Tilted decay length, smaller wavenumber: 8.394 nm
Rough resist extinction coefficient: 0.020
Change of decay length from absorption: -0.000034 nm
Air gap: 5.0 nm
First-order field left after air gap: 0.540
Resist thickness on silicon: 20.0 nm
Rough silicon index, real part: 6.5
Rough silicon index, imaginary part: 2.7
First-order field at film bottom, no substrate: 0.0868
First-order field at film bottom, silicon: 0.0955
Ratio of these two fields: 1.100
```
